# Distinct fired cells in a silicon photomultiplier under a simultaneous flash: verification in Python

```python
# Result under test: n simultaneous would-be detections, spread uniformly over
# N cells that each fire at most once, fire on average
#     F = N*(1 - (1 - 1/N)**n)  ~  N*(1 - exp(-n/N))   distinct cells.
# A would-be detection is a photon that would trigger a fully charged cell.
# a = n/N is the mean number of would-be detections per cell.
# Also tested: spread of F, inversion from F to n, pulse charge for light that
# is not simultaneous, optical crosstalk, and uneven illumination.
import itertools
from fractions import Fraction
import numpy as np
from scipy import constants
from scipy.integrate import dblquad
from scipy.stats import poisson

rng = np.random.default_rng(12345)

# ---------- inputs (rough typical device values) ----------
side_mm, pitch_um = 3.0, 50.0
photons, efficiency = 9000, 0.40
recharge_ns, laser_ns, scint_ns = 20.0, 0.05, 40.0
crosstalk_lone = 0.05            # lone interior avalanche fires >= 1 neighbour
dark_khz_mm2, dark_window_ns = 100.0, 100.0
gain, load_ohm = 1.7e6, 50.0
tilt = 0.20                      # light varies linearly by +-20 % across chip

rows = round(side_mm * 1000 / pitch_um)
N = rows * rows
n = round(photons * efficiency)
a = n / N
assert N == 3600 and n == 3600


# ---------- formulas ----------
def mean_fired(cells, hits):
    return cells * (1 - (1 - 1 / cells) ** hits)


def var_fired(cells, hits):
    one = (1 - 1 / cells) ** hits
    two = (1 - 2 / cells) ** hits
    return cells * (cells - 1) * two + cells * one - (cells * one) ** 2


def mean_single(cells, hits):
    return hits * (1 - 1 / cells) ** (hits - 1)


# ---------- complete enumeration of a small array ----------
small_cells, small_hits = 4, 5
outcomes = list(itertools.product(range(small_cells), repeat=small_hits))
counts = [len(set(o)) for o in outcomes]
singles = [sum(o.count(c) == 1 for c in range(small_cells)) for o in outcomes]
total = len(outcomes)
enum_mean = Fraction(sum(counts), total)
enum_var = Fraction(sum(c * c for c in counts), total) - enum_mean ** 2
enum_single = Fraction(sum(singles), total)
assert abs(float(enum_mean) - mean_fired(small_cells, small_hits)) < 1e-12
assert abs(float(enum_var) - var_fired(small_cells, small_hits)) < 1e-12
assert abs(float(enum_single) - mean_single(small_cells, small_hits)) < 1e-12

# ---------- full distribution, built one detection at a time ----------
k = np.arange(N + 1)
prob = np.zeros(N + 1)
prob[0] = 1.0
mixed = np.zeros(N + 1)          # distribution when n is Poisson distributed
stay, grow = k / N, (N - k) / N
fixed = None
n_low, n_high = n - 600, n + 600  # ten standard deviations each way
weights = poisson.pmf(np.arange(n_high + 1), n)
for hit in range(1, n_high + 1):
    new = prob * stay
    new[1:] += prob[:-1] * grow[:-1]
    new[new < 1e-200] = 0.0      # avoid slow denormal numbers
    prob = new
    if hit == n:
        fixed = prob.copy()
    if hit >= n_low:
        mixed += weights[hit] * prob


def moments(p, values):
    m = np.sum(p * values)
    return m, np.sum(p * (values - m) ** 2)


F, varF = mean_fired(N, n), var_fired(N, n)
F_exp = N * (1 - np.exp(-a))
var_asym = N * (np.exp(-a) - (1 + a) * np.exp(-2 * a))
var_pois = N * np.exp(-a) * (1 - np.exp(-a))
chain_mean, chain_var = moments(fixed, k)
mix_mean, mix_var = moments(mixed, k)
assert abs(chain_mean - F) < 1e-6
assert abs(chain_var - varF) < 1e-4
assert abs(var_asym / chain_var - 1) < 2e-3       # corrections of order 1/N
assert abs(mix_mean - F_exp) < 1e-6
assert abs(mix_var - var_pois) < 1e-4
assert abs((chain_mean - F_exp) - a * np.exp(-a) / 2) < 1e-3
assert round(chain_mean, -1) == 2280

# ---------- inversion from fired cells to detections ----------
estimate = np.zeros(N + 1)
estimate[:N] = np.log1p(-k[:N] / N) / np.log1p(-1 / N)
assert fixed[N] == 0 and mixed[N] < 1e-100
est_mean, est_var = moments(fixed, estimate)
estp_mean, estp_var = moments(mixed, estimate)
sd_est_formula = np.sqrt(varF) * np.exp(a)
sd_estp_formula = np.sqrt(N * (np.exp(a) - 1))
# linear error propagation: relative corrections of order 1/N
assert abs(np.sqrt(est_var) / sd_est_formula - 1) < 5e-3
assert abs(np.sqrt(estp_var) / sd_estp_formula - 1) < 5e-3
assert abs(est_mean - n) < 2


# ---------- charge when the light is spread in time ----------
def charge_per_cell(decay_ns):
    r = decay_ns / recharge_ns
    integral = dblquad(lambda z, x: x * z ** r * np.exp(-a * x * (1 - z)),
                       0, 1, 0, 1, epsabs=1e-9)[0]
    return a - a * a * integral


cells_mc = 600000
arrivals = rng.poisson(a, cells_mc)
owner = np.repeat(np.arange(cells_mc), arrivals)
times = rng.exponential(scint_ns, owner.size)
order = np.lexsort((times, owner))
owner, times = owner[order], times[order]
amplitude = np.ones(owner.size)
again = owner[1:] == owner[:-1]
gaps = np.diff(times)[again]
amplitude[1:][again] = 1 - np.exp(-gaps / recharge_ns)
cell_charge = np.bincount(owner, weights=amplitude, minlength=cells_mc)
charge_mc = cell_charge.mean()
charge_se = cell_charge.std() / np.sqrt(cells_mc)
charge_scint = charge_per_cell(scint_ns)
charge_laser = charge_per_cell(laser_ns)
assert abs(charge_mc - charge_scint) < 5 * charge_se
assert abs(charge_per_cell(0.0) - F_exp / N) < 1e-7

# ---------- prompt optical crosstalk to the four nearest neighbours ----------
p_side = 1 - (1 - crosstalk_lone) ** 0.25
f = 1 - np.exp(-a)
degree = np.full((rows, rows), 4)
for edge in (0, -1):
    degree[edge, :] -= 1
    degree[:, edge] -= 1
first_formula = np.sum(np.exp(-a) * (1 - (1 - p_side * f) ** degree))

flashes = 400
fired = rng.random((flashes, rows, rows)) < f
primary = fired.sum(axis=(1, 2))
active = fired.copy()
first_extra = None
while active.any():
    struck = np.zeros_like(fired)
    tries = [active & (rng.random(fired.shape) < p_side) for _ in range(4)]
    struck[:, 1:, :] |= tries[0][:, :-1, :]
    struck[:, :-1, :] |= tries[1][:, 1:, :]
    struck[:, :, 1:] |= tries[2][:, :, :-1]
    struck[:, :, :-1] |= tries[3][:, :, 1:]
    active = struck & ~fired
    fired |= active
    if first_extra is None:
        first_extra = active.sum(axis=(1, 2))
all_extra = fired.sum(axis=(1, 2)) - primary
first_se = first_extra.std() / np.sqrt(flashes)
all_se = all_extra.std() / np.sqrt(flashes)
assert abs(first_extra.mean() - first_formula) < 5 * first_se

# ---------- uneven illumination ----------
position = (2 * np.arange(rows) + 1) / rows - 1
relative = np.repeat(1 + tilt * position, rows)
fired_tilt = np.sum(1 - (1 - relative / N) ** n)
loss_tilt = F - fired_tilt
loss_formula = N * a ** 2 * np.exp(-a) * relative.var() / 2
assert loss_tilt > 0
assert abs(loss_formula / loss_tilt - 1) < 0.01   # fourth-order terms, 1/N

# ---------- dark counts and electrical scale ----------
dark_rate_hz = dark_khz_mm2 * 1e3 * side_mm ** 2
dark_cells = dark_rate_hz * dark_window_ns * 1e-9
charge_c = F * gain * constants.e
load_volt = charge_c / (recharge_ns * 1e-9) * load_ohm


def show(label, value, digits, unit):
    print(f"{label}: {value:.{digits}f} {unit}")


show("cells N", N, 0, "cells")
show("photons in flash", photons, 0, "photons")
show("detection efficiency", efficiency, 2, "(fraction)")
show("would-be detections n", n, 0, "detections")
show("probability a cell is missed", (1 - 1 / N) ** n, 5, "")
show("exp(-n/N)", np.exp(-a), 5, "")
show("mean fired, exact formula", F, 2, "cells")
show("mean fired, step-by-step distribution", chain_mean, 2, "cells")
show("mean fired, exponential form", F_exp, 2, "cells")
show("exact minus exponential", F - F_exp, 3, "cells")
show("mean fired / N", 100 * F / N, 1, "%")
show("cells not fired", N - F, 1, "cells")
show("cells hit exactly once", mean_single(N, n), 1, "cells")
show("cells hit twice or more", F - mean_single(N, n), 1, "cells")
show("detections lost", n - F, 1, "detections")
show("sd of fired, fixed n", np.sqrt(varF), 1, "cells")
show("sd of fired, Poisson n", np.sqrt(var_pois), 1, "cells")
show("sd of inferred n, fixed n", np.sqrt(est_var), 1, "detections")
show("same, linear formula", sd_est_formula, 1, "detections")
show("sd of inferred n, Poisson n", np.sqrt(estp_var), 1, "detections")
show("same, linear formula", sd_estp_formula, 1, "detections")
show("sd of ideal counter, Poisson n", np.sqrt(n), 1, "detections")
show("recharge time", recharge_ns, 0, "ns")
show("laser pulse decay", laser_ns, 2, "ns")
show("charge, laser pulse", N * charge_laser, 1, "full-cell charges")
show("scintillator decay", scint_ns, 0, "ns")
show("charge, scintillator pulse", N * charge_scint, 0, "full-cell charges")
show("same, simulated", N * charge_mc, 0, "full-cell charges")
show("standard error of simulation", N * charge_se, 1, "full-cell charges")
show("crosstalk of lone avalanche", 100 * crosstalk_lone, 0, "%")
show("crosstalk per neighbour", 100 * p_side, 2, "%")
show("crosstalk cells, first generation formula", first_formula, 1, "cells")
show("same, simulated", first_extra.mean(), 1, "cells")
show("standard error", first_se, 1, "cells")
show("crosstalk cells, all generations", all_extra.mean(), 1, "cells")
show("standard error", all_se, 1, "cells")
show("mean fired with crosstalk", F + all_extra.mean(), 0, "cells")
show("light tilt, plus or minus", 100 * tilt, 0, "%")
show("relative variance of light", relative.var(), 5, "")
show("cells lost by tilt, explicit sum", loss_tilt, 2, "cells")
show("cells lost by tilt, formula", loss_formula, 2, "cells")
show("dark rate of chip", dark_rate_hz / 1e6, 2, "MHz")
show("dark-count window before flash", dark_window_ns, 0, "ns")
show("cells discharged by dark counts", dark_cells, 2, "cells")
show("gain", gain / 1e6, 1, "million electrons per avalanche")
show("pulse charge", charge_c * 1e12, 0, "pC")
show("load resistor", load_ohm, 0, "ohm")
show("load voltage scale", load_volt, 2, "V")
print("done: every assertion held")
```

Running it gives:

```
cells N: 3600 cells
photons in flash: 9000 photons
detection efficiency: 0.40 (fraction)
would-be detections n: 3600 detections
probability a cell is missed: 0.36783 
exp(-n/N): 0.36788 
mean fired, exact formula: 2275.82 cells
mean fired, step-by-step distribution: 2275.82 cells
mean fired, exponential form: 2275.63 cells
exact minus exponential: 0.184 cells
mean fired / N: 63.2 %
cells not fired: 1324.2 cells
cells hit exactly once: 1324.5 cells
cells hit twice or more: 951.3 cells
detections lost: 1324.2 detections
sd of fired, fixed n: 18.7 cells
sd of fired, Poisson n: 28.9 cells
sd of inferred n, fixed n: 50.9 detections
same, linear formula: 50.9 detections
sd of inferred n, Poisson n: 78.7 detections
same, linear formula: 78.6 detections
sd of ideal counter, Poisson n: 60.0 detections
recharge time: 20 ns
laser pulse decay: 0.05 ns
charge, laser pulse: 2278.4 full-cell charges
scintillator decay: 40 ns
charge, scintillator pulse: 3087 full-cell charges
same, simulated: 3085 full-cell charges
standard error of simulation: 3.6 full-cell charges
crosstalk of lone avalanche: 5 %
crosstalk per neighbour: 1.27 %
crosstalk cells, first generation formula: 41.5 cells
same, simulated: 41.2 cells
standard error: 0.3 cells
crosstalk cells, all generations: 41.8 cells
standard error: 0.3 cells
mean fired with crosstalk: 2318 cells
light tilt, plus or minus: 20 %
relative variance of light: 0.01333 
cells lost by tilt, explicit sum: 8.85 cells
cells lost by tilt, formula: 8.83 cells
dark rate of chip: 0.90 MHz
dark-count window before flash: 100 ns
cells discharged by dark counts: 0.09 cells
gain: 1.7 million electrons per avalanche
pulse charge: 620 pC
load resistor: 50 ohm
load voltage scale: 1.55 V
done: every assertion held
```
